\section*{Wigner rotation functions, Krawtchouk polynomials and the Hong–Ou–Mandel cancellation}

\section{A spin made of two light modes}

\textbf{Q.} A Wigner function $d^j_{m'm}(\beta)$ describes the rotation of a spin. A beam splitter mixes two modes of light. Why should one matrix serve both?

\textbf{A.} Because two boson modes carry a representation of angular momentum. Let $a$ and $b$ annihilate a photon in the two modes, with $[a,a^\dagger]=[b,b^\dagger]=1$ and all commutators between different modes zero. With $\hbar=1$, define
\begin{equation}
J_+=a^\dagger b,\qquad J_-=b^\dagger a,\qquad J_z=\tfrac12(a^\dagger a-b^\dagger b).
\end{equation}
Normal ordering each product gives
\begin{align}
[J_+,J_-]&=a^\dagger a\,(b^\dagger b+1)-b^\dagger b\,(a^\dagger a+1)\nonumber\\
&=a^\dagger a-b^\dagger b=2J_z .
\end{align}
Also, $J_+$ moves one photon from $b$ to $a$ and so raises $J_z$ by one, which means $[J_z,J_+]=J_+$. The adjoint relation is $[J_z,J_-]=-J_-$. These are the angular-momentum commutators.

The state with $j+m$ photons in $a$ and $j-m$ in $b$ is $|j\,m\rangle$. The total photon number is $N=2j$. Since
\begin{equation}
J_+|j\,m\rangle=\sqrt{(j+m+1)(j-m)}\;|j\,m{+}1\rangle
\end{equation}
has a positive coefficient, the phases are those of Condon and Shortley. The function in question is
\begin{equation}
d^j_{m'm}(\beta)=\langle j\,m'|U|j\,m\rangle,\qquad U=e^{-i\beta J_y},\qquad J_y=\frac{a^\dagger b-b^\dagger a}{2i}.
\end{equation}

\textbf{Q.} That shows that $U$ acts on photons. It does not show that $U$ is a beam splitter.

\textbf{A.} Follow the creation operators. Put $A(\beta)=Ua^\dagger U^{-1}$ and $B(\beta)=Ub^\dagger U^{-1}$. The commutators needed are
\begin{equation}
[J_y,a^\dagger]=-\frac{b^\dagger}{2i}=\frac i2b^\dagger,\qquad
[J_y,b^\dagger]=\frac{a^\dagger}{2i}=-\frac i2a^\dagger .
\end{equation}
Differentiating $A$ and $B$ brings down $-i$ times these commutators, so
\begin{equation}
A'=\tfrac12B,\qquad B'=-\tfrac12A,\qquad A(0)=a^\dagger,\quad B(0)=b^\dagger .
\end{equation}
With $c=\cos(\beta/2)$ and $s=\sin(\beta/2)$, the solution is
\begin{equation}
Ua^\dagger U^{-1}=c\,a^\dagger+s\,b^\dagger,\qquad
Ub^\dagger U^{-1}=-s\,a^\dagger+c\,b^\dagger .
\label{modes}
\end{equation}
A photon stays in its mode with probability $T=c^2$ and crosses to the other with probability $R=s^2$. I call these transmission and reflection. This is a lossless beam splitter with one choice of phases. The balanced case $T=R=\tfrac12$ is $\beta=\pi/2$, not $\pi/4$, because the modes turn through half the spin angle.

\section{Where the polynomial comes from}

\textbf{Q.} How do you get from two linear substitutions to a matrix element for many photons?

\textbf{A.} Count the photons in mode $b$: $n=j-m$ at the input and $x=j-m'$ at the output. The vacuum is unchanged by $U$, since $J_y$ annihilates it. Therefore
\begin{equation}
U|j\,m\rangle=\frac{(c\,a^\dagger+s\,b^\dagger)^{N-n}(-s\,a^\dagger+c\,b^\dagger)^n}{\sqrt{(N-n)!\,n!}}\,|0\rangle .
\label{state}
\end{equation}
The monomial $(a^\dagger)^{N-x}(b^\dagger)^x$ acting on the vacuum gives $\sqrt{(N-x)!\,x!}$ times a normalized state. Creation operators commute, so they can be treated as ordinary variables. Setting the first to $1$ and the second to $y$, and writing $[y^x]$ for the coefficient of $y^x$,
\begin{equation}
d^j_{m'm}=\sqrt{\frac{\binom Nn}{\binom Nx}}\;[y^x]\,(c+sy)^{N-n}(-s+cy)^n .
\label{coef}
\end{equation}
The square root is the ratio of factorials $\sqrt{(N-x)!\,x!/[(N-n)!\,n!]}$ rewritten with binomial coefficients.

Take $sc\neq0$ and set $p=s^2$, $q=(1-p)/p=c^2/s^2$ and $t=sy/c$. Then $cy/s=qt$, and
\begin{equation}
(c+sy)^{N-n}(-s+cy)^n=c^{N-n}(-s)^n(1+t)^{N-n}(1-qt)^n .
\end{equation}
Because $1+q=1/p$, we can write $1-qt=(1+t)-t/p$. The binomial theorem gives
\begin{equation}
(1+t)^{N-n}(1-qt)^n=\sum_{k=0}^n\binom nk\left(-\frac tp\right)^k(1+t)^{N-k}.
\end{equation}
The coefficient of $t^x$ in term $k$ contains $\binom{N-k}{x-k}$. With the falling factorial $[x]_k=x(x-1)\cdots(x-k+1)$, $[x]_0=1$,
\begin{equation}
\binom{N-k}{x-k}=\frac{(N-k)!}{(x-k)!\,(N-x)!}=\binom Nx\frac{[x]_k}{[N]_k}.
\end{equation}
Hence
\begin{equation}
(1+t)^{N-n}(1-qt)^n=\sum_{x=0}^N\binom Nx K_n(x)\,t^x,
\label{gen}
\end{equation}
\begin{equation}
K_n(x)\equiv K_n(x;p,N)=\sum_{k=0}^n(-1)^k\binom nk\frac{[x]_k}{[N]_k}\,p^{-k}.
\label{K}
\end{equation}
Since $t^x=(s/c)^xy^x$, collecting the factors in \eqref{coef} yields
\begin{equation}
d^j_{m'm}(\beta)=(-1)^n\sqrt{\binom Nn\binom Nx}\;s^{n+x}c^{N-n-x}K_n(x;p,N).
\label{main}
\end{equation}
For $N=n=x=1$, $K_1(1)=1-1/p=-c^2/s^2$, and \eqref{main} gives $c$, as \eqref{modes} requires.

\textbf{Q.} You have named a finite sum. What makes it the Krawtchouk polynomial, and where is the binomial weight?

\textbf{A.} The sum has degree $n$ in $x$: its leading coefficient is $(-1/p)^n/[N]_n\neq0$. For orthogonality, restrict to $0<\beta<\pi$, where $s$ and $c$ are positive, and define
\begin{equation}
w(x)=\binom Nxp^x(1-p)^{N-x},\qquad h_n=\frac{q^n}{\binom Nn}.
\end{equation}
Their ratio is
\begin{equation}
\frac{w(x)}{h_n}=\binom Nx\binom Nn s^{2(n+x)}c^{2(N-n-x)},
\end{equation}
so \eqref{main} becomes
\begin{equation}
d^j_{m'm}(\beta)=(-1)^n\sqrt{\frac{w(x)}{h_n}}\;K_n(x).
\label{weight}
\end{equation}
The matrix $d$ is real and unitary, hence its columns are orthonormal. Inserting \eqref{weight} into that statement gives
\begin{equation}
\sum_{x=0}^Nw(x)K_n(x)K_l(x)=h_n\,\delta_{nl}.
\end{equation}
Polynomials of successive degree that are orthogonal under a positive weight are fixed up to a factor by Gram--Schmidt. Here $K_n(0)=1$ fixes the factor. These are the Krawtchouk polynomials.

At $\beta=0$ or $\pi$ the separate factors in \eqref{main} can be singular, but \eqref{coef} remains valid. It gives the identity at $\beta=0$ and $(-1)^n\delta_{x,N-n}$ at $\beta=\pi$, where the modes are exchanged.

\textbf{Q.} Does the weight mean anything for the photons?

\textbf{A.} Put all $N$ photons in $a$, so that $n=0$. Then $K_0=h_0=1$ and the output probability is $w(x)$, as if each photon chose independently to cross with probability $p$. For $n>0$ the probability is $w(x)K_n(x)^2/h_n$. The extra factor accounts for the $n$ photons that start in $b$ rather than $a$. When both ports are occupied, it also contains two effects that independent photons lack. Different crossing patterns that lead to the same $x$ interfere, and identical photons from different ports are more likely to leave together. The second effect is present even where only one pattern is possible: in the example below, $x=0$ requires the three photons in $a$ to stay and the one in $b$ to cross. Independent photons would do this with probability $0.70^3\times0.30=0.1029$; for identical photons the factorials in \eqref{coef} make it $\binom41=4$ times larger.

Take four photons, input $|3,1\rangle$ and $R=0.30$. Here $n=1$, $h_1=(0.70/0.30)/4=0.5833$, and \eqref{K} reads $K_1(x)=1-x/(Np)=1-x/1.2$. At $x=1$, $w=0.4116$ and $K_1=0.1667$, so
\begin{equation}
d=-\sqrt{\frac{0.4116}{0.5833}}\times0.1667=-0.1400 .
\end{equation}
The full column is
\begin{center}
\begin{tabular}{ccccc}
$x$ & $w(x)$ & $K_1(x)$ & $d$ & $d^2$\\
0 & 0.2401 & 1.0000 & $-0.6416$ & 0.4116\\
1 & 0.4116 & 0.1667 & $-0.1400$ & 0.0196\\
2 & 0.2646 & $-0.6667$ & 0.4490 & 0.2016\\
3 & 0.0756 & $-1.5000$ & 0.5400 & 0.2916\\
4 & 0.0081 & $-2.3333$ & 0.2750 & 0.0756
\end{tabular}
\end{center}
The weight is largest at $x=1$, yet the probability is smallest there. The reason is visible in $K_1$: it vanishes at $x=Np=1.2$, the binomial mean, and $x=1$ is the nearest photon number.

\section{One photon in each port}

\textbf{Q.} Now the Hong--Ou--Mandel effect. Which entry of the matrix is it, and what cancels?

\textbf{A.} Equal input and equal output mean $m=m'=0$, so $j$ is an integer and $n=x=j$. The square root in \eqref{coef} is then $1$. To end with $j$ photons in each port, the number $k$ crossing from $a$ to $b$ must equal the number crossing back. The two factors in \eqref{state} contribute
\begin{equation}
\binom jkc^{j-k}s^k\qquad\text{and}\qquad\binom jk(-s)^kc^{j-k}.
\end{equation}
Multiplying and summing over $k$,
\begin{equation}
d^j_{00}(\beta)=\sum_{k=0}^j(-1)^k\binom jk^2T^{j-k}R^k .
\label{cross}
\end{equation}
For one photon per port this is
\begin{equation}
d^1_{00}=T-R=\cos\beta .
\end{equation}
The first term is ``both transmitted'', the second ``both reflected''. At a balanced splitter they are $+\tfrac12$ and $-\tfrac12$. The coincidence amplitude is zero, and the photons leave together, with probability $0.5$ for either port. This is the Hong--Ou--Mandel cancellation, and it is $d^1_{00}(\pi/2)=0$.

\textbf{Q.} The minus sign came from your $-s$. A splitter with other phases might not have it.

\textbf{A.} Unitarity enforces the relative sign. Let $V_{oi}$ be the one-photon amplitude from input $i$ to output $o$. Normalized rows and columns give $|V_{aa}|=|V_{bb}|=c$ and $|V_{ab}|=|V_{ba}|=s$. Orthogonality of the columns is
\begin{equation}
V_{aa}^*V_{ab}+V_{ba}^*V_{bb}=0 .
\end{equation}
Writing $\phi_{oi}$ for the phase of $V_{oi}$, with $sc\neq0$, this requires
\begin{equation}
\phi_{aa}+\phi_{bb}=\phi_{ab}+\phi_{ba}+\pi\pmod{2\pi}.
\label{phase}
\end{equation}
The coincidence amplitude $V_{aa}V_{bb}+V_{ab}V_{ba}$ therefore has modulus $|T-R|$. For a symmetric splitter with reflection amplitude $i/\sqrt2$, it is $\tfrac12+i^2/2=0$.

The same holds for more photons. Let $r$ be the real matrix of \eqref{modes}, with $r_{aa}=r_{bb}=c$, $r_{ba}=s$, $r_{ab}=-s$. Condition \eqref{phase} allows $V_{oi}=e^{i(\mu_o+\nu_i)}r_{oi}$, with
\begin{equation}
\mu_a=\phi_{aa},\quad\mu_b=\phi_{ba},\quad\nu_a=0,\quad\nu_b=\phi_{bb}-\phi_{ba}.
\end{equation}
For given input and output photon numbers, these phases multiply the whole amplitude by $e^{i[\mu_a(N-x)+\mu_bx+\nu_bn]}$. All photon-number probabilities remain $|d^j_{m'm}|^2$.

\section{Larger odd \texorpdfstring{$j$}{j}}

\textbf{Q.} Two terms can cancel by luck. Why should the four terms for $j=3$ do so?

\textbf{A.} At balance, \eqref{cross} becomes
\begin{equation}
d^j_{00}(\pi/2)=2^{-j}\sum_{k=0}^j(-1)^k\binom jk^2 .
\end{equation}
Replace $k$ by $j-k$. The squared binomial coefficient is unchanged and the sign gains $(-1)^j$. The sum thus equals $(-1)^j$ times itself and vanishes for odd $j$. The partner of ``$k$ cross each way'' is ``$j-k$ cross each way''. For $j=3$ the terms are $0.125,\,-1.125,\,1.125,\,-0.125$.

The polynomial shows the same symmetry. Since $\binom nk[x]_k=[n]_k[x]_k/k!$, \eqref{K} is symmetric under exchange of $n$ and $x$. Exchanging them in \eqref{gen} at $p=\tfrac12$, where $q=1$, gives
\begin{equation}
\sum_{n=0}^N\binom NnK_n(x)t^n=(1+t)^{N-x}(1-t)^x .
\end{equation}
Replacing $x$ by $N-x$ is the same as replacing $t$ by $-t$, so $K_n(N-x)=(-1)^nK_n(x)$. At $n=x=j=N/2$ this says $K_j(j)=(-1)^jK_j(j)$, which forces the zero for odd $j$.

\textbf{Q.} Is the $j=3$ zero really the Hong--Ou--Mandel effect? Do all six photons leave together?

\textbf{A.} No. The original effect is the two-photon case $j=1$. Odd $j>1$ extends its pairwise cancellation to $j$ photons per port, but not its complete bunching. At balance the polynomial in \eqref{state} is, with $a$ and $b$ now denoting commuting variables,
\begin{equation}
2^{-j}(a+b)^j(b-a)^j=2^{-j}(b^2-a^2)^j .
\label{even}
\end{equation}
Each port receives an even number of photons. An equal split with odd $j$ would need an odd number in each, so it is absent. For input $|3,3\rangle$ the probabilities for $x=0,2,4,6$ are $0.3125,\,0.1875,\,0.1875,\,0.3125$, and those for odd $x$ vanish.

For even $j=2l$, the equal split takes $l$ factors of each square in \eqref{even}:
\begin{equation}
d^{2l}_{00}(\pi/2)=\frac{(-1)^l}{4^l}\binom{2l}{l}.
\end{equation}
With two photons per port the amplitude is $-0.5$ and the probability $0.25$. The terms for $k$ and $j-k$ now have the same sign, and the middle term $k=l$ has no partner, so the symmetry no longer forces a zero. For $j=2$ the terms are $0.25,\,-1,\,0.25$.

\textbf{Q.} Could I then recognize a balanced splitter from a zero of $d^j_{00}$?

\textbf{A.} For $j=1$ yes, since $T-R=0$ has no other solution. For larger $j$ no. Rodrigues' formula and Leibniz' rule give
\begin{align}
P_j(z)&=\frac1{2^jj!}\frac{d^j}{dz^j}\left[(z-1)^j(z+1)^j\right]\nonumber\\
&=\frac1{2^jj!}\sum_{k=0}^j\binom jk\frac{j!}{k!}(z-1)^k\frac{j!}{(j-k)!}(z+1)^{j-k}\nonumber\\
&=\sum_{k=0}^j\binom jk^2\left(\frac{z-1}2\right)^k\left(\frac{z+1}2\right)^{j-k}.
\end{align}
For $z=\cos\beta$ the brackets are $-R$ and $T$, so \eqref{cross} is $d^j_{00}(\beta)=P_j(\cos\beta)$. The function $(z^2-1)^j$ and its first $j-1$ derivatives vanish at $z=\pm1$, so Rolle's theorem applied $j$ times gives $P_j$ a total of $j$ distinct zeros in $-1<z<1$. At most one of them is the balanced point $z=0$, so for $j>1$ there are zeros away from balance.

Since $P_3(z)=\tfrac12z(5z^2-3)$, there are also zeros at $z=\pm\sqrt{3/5}$. The positive one is $\beta=0.6847$ rad, or $39.23^\circ$, with $R=0.1127$. Its four terms are $0.6986,\,-0.7986,\,0.1014,\,-0.0014$. They sum to zero, but the first and last do not cancel each other. The exchange symmetry belongs to the balanced zero.

\section{When the cancellation fails}

\textbf{Q.} Suppose the photons differ in colour or polarization. The splitter is the same, so is the zero still there?

\textbf{A.} Not if the difference tells which port a photon entered. Suppose those entering $a$ are orthogonal in some internal property to those entering $b$, while each group is identical within itself. The number $k$ that crossed can then, in principle, be read from the output. Different $k$ lead to orthogonal states, and probabilities add:
\begin{equation}
P_{\rm dist}=\sum_{k=0}^j\left[\binom jkT^{j-k}R^k\right]^2 .
\end{equation}
Each group divides binomially, which supplies the two equal factors in the square. At balance, $\sum_k\binom jk^2=\binom{2j}{j}$, as comparing coefficients of $t^j$ in $(1+t)^j(1+t)^j=(1+t)^{2j}$ shows. Hence $P_{\rm dist}=\binom{2j}{j}/4^j$: $0.5$ for $j=1$ and $0.3125$ for $j=3$, where identical photons give zero.

\textbf{Q.} Real photons are neither identical nor perfectly distinguishable.

\textbf{A.} For one photon per port, let the internal states be $|\varphi\rangle$ in $a$ and $|\chi\rangle$ in $b$, with overlap $g=\langle\varphi|\chi\rangle$. The part of the output with one photon in each port is
\begin{equation}
T\,|\varphi\rangle_a|\chi\rangle_b-R\,|\chi\rangle_a|\varphi\rangle_b .
\end{equation}
The cross terms in its squared norm contain $\langle\varphi|\chi\rangle\langle\chi|\varphi\rangle=|g|^2$, so
\begin{equation}
P_{\rm coinc}=T^2+R^2-2TR|g|^2 .
\end{equation}
At balance this is $(1-|g|^2)/2$. An overlap $|g|=0.8$ leaves a coincidence probability of $(1-0.64)/2=0.18$. Varying the relative delay changes the overlap of two wave packets, which is how the dip in the coincidence rate is traced out.

Imbalance also spoils the zero. At $R=0.30$, identical photons give $(0.70-0.30)^2=0.16$, against $0.49+0.09=0.58$ for distinguishable ones. Close to balance, $R=\tfrac12+\delta$ gives $T-R=-2\delta$ and a coincidence probability $4\delta^2$, so a small error in the splitter enters at second order. These results assume no loss, definite input photon numbers, pure internal states, and a splitter whose $T$ and $R$ do not depend on the internal state.

\textbf{Q.} And how far has the central identity been checked apart from the algebra?

\textbf{A.} Equation \eqref{main} was compared with the matrix exponential of $-i\beta J_y$ for $j=\tfrac12$ to $3$ at five angles. The largest absolute difference between matrix elements was $2.5\times10^{-13}$. The numerical output lists this figure, the four-photon table, the balanced and unbalanced $j=3$ values and the coincidence probabilities.

\section*{Computed values}
\begin{verbatim}
All quantities are dimensionless unless a unit is shown
Largest formula error, j = 1/2 to 3: 2.5e-13
Example A: N = 4, input |3,1>, R = 0.30, T = 0.70
beta = 1.159279 rad = 66.4218 degrees
squared norm h_1 = 0.583333
x = photons leaving in b; columns: x, m', w, K_1, d, d^2
0  +2  0.240100  1.000000  -0.641561  0.411600
1  +1  0.411600  0.166667  -0.140000  0.019600
2  +0  0.264600  -0.666667  0.448999  0.201600
3  -1  0.075600  -1.500000  0.540000  0.291600
4  -2  0.008100  -2.333333  0.274955  0.075600
sum of d^2 = 1.000000
One photon per port at R = 0.30: d^1_00 = 0.400000
coincidence, identical = 0.160000
coincidence, distinguishable = 0.580000
Example B: balanced splitter, beta = 1.570796 rad = 90.0 degrees
Input |1,1>, outputs ordered by x = 0 to 2
amplitudes: -0.707107  0.000000  0.707107
probabilities: 0.500000  0.000000  0.500000
crossing terms k = 0 to 1: 0.500000  -0.500000
Input |3,3>, outputs ordered by x = 0 to 6
amplitudes: -0.559017  0.000000  0.433013  0.000000  -0.433013  0.000000  0.559017
probabilities: 0.312500  0.000000  0.187500  0.000000  0.187500  0.000000  0.312500
crossing terms k = 0 to 3: 0.125000  -1.125000  1.125000  -0.125000
Equal split: j, d^j_00, P identical, P distinguishable groups
1  0.000000  0.000000  0.500000
2  -0.500000  0.250000  0.375000
3  0.000000  0.000000  0.312500
4  0.375000  0.140625  0.273437
5  0.000000  0.000000  0.246094
6  -0.312500  0.097656  0.225586
Balanced two-photon coincidence: overlap |g|, probability
0.0  0.500000
0.5  0.375000
0.8  0.180000
1.0  0.000000
Unbalanced zero for j = 3: beta = 0.684719 rad = 39.2315 degrees
R at this zero = 0.112702
crossing terms k = 0 to 3: 0.698569  -0.798569  0.101431  -0.001431
\end{verbatim}
